\section*{Symmetry rules for Delta1 admixture near zero transverse wavevector, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: symmetry and the perturbed states}

\subsection*{Setting}

A magnetic tunnel junction with a crystalline barrier can filter electrons by the symmetry of their Bloch states. At zero transverse wavevector a state of the wrong symmetry cannot enter the slowly decaying $\Delta_1$ channel of the barrier. Away from that point it acquires, in most directions, some $\Delta_1$ character, and the filter leaks. The problem is to find how fast.

The electrode has a fourfold axis $z$, along which the current flows, and four mirror planes containing it. One spin channel is treated, without spin-orbit coupling:
\begin{equation}
H=\frac{p^2}{2m}+U(\mathbf r),
\end{equation}
where $U$ includes the exchange potential of that channel. The formulas contain $\hbar$ and $m$; the charge does not enter. Write the wavevector as $(\mathbf k,k_z)$ with $\mathbf k=(k_x,k_y)=k(\cos\varphi,\sin\varphi)$. The eight operations $g$ fixing the axis form $C_{4v}$, and they act on functions by $[D(g)f](\mathbf r)=f(g^{-1}\mathbf r)$. We assume that they are symmetries of $U$ without fractional translations.

At $\mathbf k=0$ and general $k_z$ each level carries an irreducible representation:
\begin{center}
\begin{tabular}{lcccccl}
 & $1$ & $2C_4$ & $C_2$ & $2\sigma_v$ & $2\sigma_d$ & example\\
$\Delta_1$ & 1 & 1 & 1 & 1 & 1 & $1,\ z$\\
$\Delta_1'$ & 1 & 1 & 1 & $-1$ & $-1$ & $xy(x^2-y^2)$\\
$\Delta_2$ & 1 & $-1$ & 1 & 1 & $-1$ & $x^2-y^2$\\
$\Delta_2'$ & 1 & $-1$ & 1 & $-1$ & 1 & $xy$\\
$\Delta_5$ & 2 & 0 & $-2$ & 0 & 0 & $(x,y)$
\end{tabular}
\end{center}
Here $\sigma_v$ reverses $x$ or $y$, and $\sigma_d$ reflects in a diagonal, for instance $x\leftrightarrow y$. Turning the axes by $45^\circ$ would exchange the names $\Delta_2$ and $\Delta_2'$.

\subsection*{(a) How does symmetry act at nonzero $\mathbf k$?}

\emph{Remove the factor $e^{i\mathbf k\cdot\mathbf r}$ from the Bloch state. Find the Hamiltonian for what remains, and its behaviour under $D(g)$. Use this to define the $\Delta_1$ admixture.}

\textbf{Solution.} Let $\psi=e^{i\mathbf k\cdot\mathbf r}f$. The function $f$ has the Bloch vector $(0,0,k_z)$ for every $\mathbf k$, so all the functions $f$ live in one space, on which $D(g)$ acts. They obey $H(\mathbf k)f=Ef$ with $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. The potential commutes with the exponential, while $e^{-i\mathbf k\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=\mathbf p+\hbar\mathbf k$. Expanding the square gives
\begin{equation}
H(\mathbf k)=H_0+\frac{\hbar}{m}\,\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m},
\end{equation}
where $H_0=H(0)$.

To transform the middle term, put $h=D(g)^{-1}f$, that is $h(\mathbf r)=f(g\mathbf r)$. The chain rule gives $\mathbf k\cdot\nabla h(\mathbf r)=(g\mathbf k)\cdot(\nabla f)(g\mathbf r)$. Acting with $D(g)$ replaces $\mathbf r$ by $g^{-1}\mathbf r$, so
\begin{equation}
D(g)\,(\mathbf k\cdot\mathbf p)\,D(g)^{-1}=(g\mathbf k)\cdot\mathbf p .
\end{equation}
Since $H_0$ and $k^2$ are invariant,
\begin{equation}
D(g)H(\mathbf k)D(g)^{-1}=H(g\mathbf k).
\label{cov}
\end{equation}
A single operation is thus no longer a symmetry at fixed $\mathbf k$, unless $g\mathbf k=\mathbf k$. It relates the states at $\mathbf k$ to those at $g\mathbf k$.

The projector on the $\Delta_1$ functions is the group average $P_1=\frac18\sum_gD(g)$. The admixture in a normalized state $f_{\mathbf k}$ is defined as $\|P_1f_{\mathbf k}\|$, and its square is the $\Delta_1$ weight. Removing the exponential is the natural convention for a junction, because an interface periodic in its plane conserves $\mathbf k$ and the same factor appears on both sides.

\subsection*{(b) What is the lowest power for each symmetry?}

\emph{Consider a level at $\mathbf k=0$ that is separated in energy from all others. Find the lowest polynomial in $k_x,k_y$ that its $\Delta_1$ part can contain, for $\Delta_5$, $\Delta_2$, $\Delta_2'$ and $\Delta_1'$.}

\textbf{Solution.} Enclose the level by a contour in the complex energy plane that encloses no other level. The projector on the states that grow out of it is
\begin{equation}
P(\mathbf k)=\frac{1}{2\pi i}\oint\frac{d\zeta}{\zeta-H(\mathbf k)} .
\end{equation}
For small $\mathbf k$ no level crosses the contour, so $P(\mathbf k)$ is a power series in $k_x,k_y$. Equation (\ref{cov}) gives $D(g)P(\mathbf k)D(g)^{-1}=P(g\mathbf k)$.

Define $W(\mathbf k)v=P_1P(\mathbf k)v$ for $v$ in the unperturbed level. Multiplying the group average by $D(g)$ merely reorders the sum, so $P_1D(g)=P_1$. Hence
\begin{equation}
W(g\mathbf k)D(g)v=P_1P(g\mathbf k)D(g)v=P_1D(g)P(\mathbf k)v=W(\mathbf k)v .
\label{W}
\end{equation}

This map gives the admixture of a normalized state to leading order, for the following reason. Every state that grows out of the level can be written $f=P(\mathbf k)v$. Let $P'$ be the first-order part of $P(\mathbf k)$ and $P_0=P(0)$. The first-order part of $P^2=P$ is $P'P_0+P_0P'=P'$. Multiplying by $P_0$ on both sides gives $2P_0P'P_0=P_0P'P_0$, so $P_0P'P_0=0$. Therefore $\|f\|^2=\langle v|P(\mathbf k)|v\rangle=\|v\|^2[1+O(k^2)]$, and normalization changes the admixture by a relative amount of order $k^2$.

\emph{One-dimensional levels.} Here $D(g)v=\chi(g)v$ with $\chi(g)=\pm1$, and (\ref{W}) becomes $W(g\mathbf k)v=\chi(g)W(\mathbf k)v$. The polynomial must have the symmetry of the level itself.
\begin{itemize}
\item Degree 0: a constant is invariant, so it is absent for every level other than $\Delta_1$.
\item Odd degrees: $C_2$ sends $\mathbf k$ to $-\mathbf k$, while $\chi(C_2)=1$ for all one-dimensional levels. Odd terms vanish.
\item Degree 2: the three independent polynomials are $k_x^2+k_y^2$, $k_x^2-k_y^2$ and $k_xk_y$. They have the characters of $\Delta_1$, $\Delta_2$ and $\Delta_2'$.
\item Degree 4: no polynomial of $\Delta_1'$ type has occurred so far. The product $k_xk_y(k_x^2-k_y^2)$ has the characters of $\Delta_2$ times those of $\Delta_2'$, which are those of $\Delta_1'$.
\end{itemize}

\emph{The doublet.} Choose partners $X,Y$ that transform as $x,y$, and write $w_X=W(\mathbf k)X$, $w_Y=W(\mathbf k)Y$. Since $D(g)e_j=\sum_ie_ig_{ij}$, equation (\ref{W}) reads $\sum_ig_{ij}w_i(g\mathbf k)=w_j(\mathbf k)$. The matrix $g$ is orthogonal, so $w(g\mathbf k)=g\,w(\mathbf k)$: the pair $(w_X,w_Y)$ is a vector. A constant vector is excluded by $C_2$. At degree 1 put $w=M\mathbf k$; then $M$ must commute with every $g$. Commuting with the reversal of $y$ makes $M$ diagonal, and commuting with $x\leftrightarrow y$ makes its two entries equal. Hence $w_X=ak_x$ and $w_Y=ak_y$, with one fixed vector $a$ in the $\Delta_1$ space.

The leading forms are therefore
\begin{align}
\Delta_5:&\quad \alpha\,|\mathbf k\cdot\mathbf n|,\qquad \alpha=\|a\|,\label{five}\\
\Delta_2:&\quad \beta\,|k_x^2-k_y^2|=\beta k^2|\cos2\varphi|,\label{two}\\
\Delta_2':&\quad \gamma\,|k_xk_y|=\tfrac12\gamma k^2|\sin2\varphi|,\label{twop}
\end{align}
where $n_XX+n_YY$ is the doublet state, taken here with real $\mathbf n=(n_X,n_Y)$ of unit length. For $\Delta_1'$ the first allowed power is the fourth. Symmetry permits these terms but does not fix their size; a coefficient could vanish by accident. The length $\alpha$ and the areas $\beta,\gamma$ must come from dynamics.

The zeros of (\ref{two}) and (\ref{twop}) persist beyond leading order. For $k_x=k_y$ the mirror $x\leftrightarrow y$ leaves $\mathbf k$ unchanged. A $\Delta_2$ level is odd under it, and the state that grows out of it stays odd. Every $\Delta_1$ function is even, so the admixture vanishes at each order. The same argument with $\sigma_v$ applies to $\Delta_2'$ on the axes.

\subsection*{(c) What sets the coefficient for $\Delta_5$?}

\emph{Express $\alpha$ by momentum matrix elements and energies. When does the linear law fail?}

\textbf{Solution.} Let $H_1=(\hbar/m)\mathbf k\cdot\mathbf p$. Within the doublet $H_1$ has no matrix elements, because $C_2$ reverses $X$, $Y$ and $\mathbf p$, which makes the product odd. There is thus no first-order energy. With $f=v+f_1+\dots$, the first-order equation is $(H_0-E_5)f_1+H_1v=0$. Projecting on a $\Delta_1$ level $n$ of energy $E_n$ gives
\begin{equation}
\langle n|f_1\rangle=\frac{\langle n|H_1|v\rangle}{E_5-E_n}.
\end{equation}
Reversal of $y$ leaves $n$ and $X$ even and makes $p_y$ odd, so $\langle n|p_y|X\rangle=0$; likewise $\langle n|p_x|Y\rangle=0$. The quarter turn carries $X$ to $Y$ and $p_x$ to $p_y$, so $\langle n|p_y|Y\rangle=\langle n|p_x|X\rangle$. Therefore
\begin{equation}
\alpha_n=\frac{\hbar}{m}\,\frac{\langle n|p_x|X\rangle}{E_5-E_n},\qquad
\alpha^2=\sum_n|\alpha_n|^2 .
\label{alpha}
\end{equation}
The units confirm it: $\hbar p/m$ is an energy times a length, so $\alpha$ is a length.

The law needs $\alpha k\ll1$, and the distance in energy to every other level that $H_1$ couples to the doublet must be large compared with that coupling. To see what happens otherwise, keep one $\Delta_1$ level at distance $\delta$, and neglect the energy shifts of order $k^2$. The coupling has size $\alpha|\delta|k$ for $\mathbf n\parallel\mathbf k$, and the mixing angle $\eta$ of this two-level problem obeys
\begin{equation}
\tan2\eta=\frac{2\alpha|\delta|k}{|\delta|}=2\alpha k .
\end{equation}
The admixture is $\sin\eta$. It equals $\alpha k$ for small $\alpha k$ and tends to $1/\sqrt2$ when $\delta\to0$ at fixed coupling. At a crossing of a $\Delta_5$ and a $\Delta_1$ band the linear law thus has no range of validity.

\subsection*{(d) What sets the coefficients for $\Delta_2$ and $\Delta_2'$?}

\emph{Carry the perturbation theory to the order required by part (b). Identify the intermediate states and recover the dependence on angle.}

\textbf{Solution.} Let $u$ be the normalized state and $E_u$ its energy. Both $u$ and each $\Delta_1$ state are even under $C_2$, and $H_1$ is odd. Hence $H_1$ gives neither a first-order energy nor a direct coupling to $\Delta_1$. It connects $u$ with states odd under $C_2$, which are the $\Delta_5$ levels $l$, with partners $X_l,Y_l$:
\begin{equation}
f_1=\sum_l\sum_{j=X_l,Y_l}|j\rangle\frac{\langle j|H_1|u\rangle}{E_u-E_l}.
\end{equation}
With $H_2=\hbar^2k^2/2m$ and $E^{(2)}$ the second-order energy, the second-order equation is
\begin{equation}
(H_0-E_u)f_2+H_1f_1+H_2u=E^{(2)}u .
\end{equation}
Project on a $\Delta_1$ level $n$. The right side vanishes by orthogonality, and
\begin{equation}
\langle n|f_2\rangle=\frac{1}{E_u-E_n}\left[\langle n|H_2|u\rangle+\sum_{l,j}\frac{\langle n|H_1|j\rangle\langle j|H_1|u\rangle}{E_u-E_l}\right].
\label{second}
\end{equation}
Here $H_2$ is a number, so its matrix element between orthogonal states is zero. The path is $u\to\Delta_5\to\Delta_1$, with one power of $\mathbf k$ for each step.

From part (c), $\langle n|\mathbf k\cdot\mathbf p|X_l\rangle=k_xp_{nl}$ and $\langle n|\mathbf k\cdot\mathbf p|Y_l\rangle=k_yp_{nl}$, with $p_{nl}=\langle n|p_x|X_l\rangle$.

\emph{$\Delta_2$.} Put $q_l=\langle X_l|p_x|u\rangle$. The elements $\langle X_l|p_y|u\rangle$ and $\langle Y_l|p_x|u\rangle$ are odd under reversal of $y$ and vanish. The quarter turn sends $X_l\to Y_l$, $p_x\to p_y$ and $u\to-u$, so $\langle Y_l|p_y|u\rangle=-q_l$. The two partners contribute $k_xp_{nl}\,k_xq_l+k_yp_{nl}(-k_yq_l)$, hence
\begin{equation}
\beta_n=\frac{\hbar^2}{m^2}\sum_l\frac{p_{nl}\,q_l}{(E_u-E_n)(E_u-E_l)},
\end{equation}
multiplying $k_x^2-k_y^2$.

\emph{$\Delta_2'$.} Now $u$ is odd under reversal of $y$, and the surviving elements are the crossed ones. Put $r_l=\langle X_l|p_y|u\rangle$. The quarter turn sends $p_y\to-p_x$ and $u\to-u$; the signs cancel, so $\langle Y_l|p_x|u\rangle=r_l$. The partners contribute $k_xp_{nl}\,k_yr_l+k_yp_{nl}\,k_xr_l=2p_{nl}r_lk_xk_y$, hence
\begin{equation}
\gamma_n=\frac{2\hbar^2}{m^2}\sum_l\frac{p_{nl}\,r_l}{(E_u-E_n)(E_u-E_l)} .
\end{equation}
As before, $\beta^2=\sum_n|\beta_n|^2$ and $\gamma^2=\sum_n|\gamma_n|^2$. The minus sign between partners in one case and the factor 2 in the other reproduce the angular factors of part (b). Two energy denominators appear, so the quadratic law fails near a crossing with a $\Delta_5$ band as well as with a $\Delta_1$ band.

\section*{Second half: doublet branches, barrier and numbers}

The first half gives the following. The transverse wavevector is $\mathbf k=k(\cos\varphi,\sin\varphi)$, and $H(\mathbf k)$ acts on Bloch states stripped of $e^{i\mathbf k\cdot\mathbf r}$, with terms $H_1$ and $H_2$ of first and second order in $k$. It obeys $D(g)H(\mathbf k)D(g)^{-1}=H(g\mathbf k)$ for each $g$ in $C_{4v}$. The leading $\Delta_1$ amplitude is $\alpha|\mathbf k\cdot\mathbf n|$ for a $\Delta_5$ state with direction $\mathbf n$ in its doublet $(X,Y)$, $\beta k^2|\cos2\varphi|$ for $\Delta_2$, and $\frac12\gamma k^2|\sin2\varphi|$ for $\Delta_2'$. The level must be isolated, and spin-orbit coupling is absent.

\subsection*{(e) Do both $\Delta_5$ branches acquire a linear admixture?}

\emph{The doublet splits at $\mathbf k\neq0$. Find the direction $\mathbf n$ of each branch and the admixture it carries.}

\textbf{Solution.} The first-order energy vanishes, so the branches are selected by a $2\times2$ matrix of second order, with $i,j\in\{X,Y\}$:
\begin{equation}
M_{ij}(\mathbf k)=\frac{\hbar^2k^2}{2m}\delta_{ij}+\frac{\hbar^2}{m^2}\sum_{l\notin\Delta_5}\frac{\langle i|\mathbf k\cdot\mathbf p|l\rangle\langle l|\mathbf k\cdot\mathbf p|j\rangle}{E_5-E_l}.
\end{equation}
Symmetry requires $M(g\mathbf k)=gM(\mathbf k)g^{T}$. Reversal of $y$ makes the diagonal entries even in $k_y$ and the off-diagonal ones odd. The exchange $x\leftrightarrow y$ gives $M_{YY}(k_x,k_y)=M_{XX}(k_y,k_x)$ and $M_{YX}(k_x,k_y)=M_{XY}(k_y,k_x)$. With hermiticity the last relation makes the off-diagonal coefficient real. Thus
\begin{equation}
M=\begin{pmatrix}Ak_x^2+Bk_y^2&Ck_xk_y\\ Ck_xk_y&Bk_x^2+Ak_y^2\end{pmatrix}.
\end{equation}
Insert $k_x^2=\frac12k^2(1+\cos2\varphi)$, $k_y^2=\frac12k^2(1-\cos2\varphi)$ and $k_xk_y=\frac12k^2\sin2\varphi$:
\begin{equation}
M=\frac{k^2}{2}(A+B)+\frac{k^2}{2}\begin{pmatrix}(A-B)\cos2\varphi&C\sin2\varphi\\ C\sin2\varphi&-(A-B)\cos2\varphi\end{pmatrix}.
\end{equation}
A matrix with rows $(c,s)$ and $(s,-c)$ has its upper eigenvector along $(\cos\theta,\sin\theta)$, where $2\theta$ is the polar angle of the point $(c,s)$. Therefore
\begin{equation}
\tan2\theta=\frac{C\sin2\varphi}{(A-B)\cos2\varphi},
\end{equation}
and the lower branch has $\mathbf n=(-\sin\theta,\cos\theta)$. Taking $\mathbf k\cdot\mathbf n$ for each,
\begin{equation}
\text{upper: }\alpha k|\cos(\theta-\varphi)|,\qquad
\text{lower: }\alpha k|\sin(\theta-\varphi)| .
\label{branches}
\end{equation}
The two weights add up to $\alpha^2k^2$ in every direction. This sum is the clean statement of the linear law.

On a mirror line, $\varphi=0$ for example, one branch has $\mathbf n\parallel\mathbf k$ and takes the whole linear admixture. The other is odd under the mirror that fixes $\mathbf k$, so its admixture vanishes at every order. Off the mirror lines both branches are linear unless $\tan2\theta=\tan2\varphi$, that is, unless $C=A-B$. In that special case the branches are longitudinal and transverse in all directions, and the transverse one has no linear term. If $A=B$ and $C=0$, the splitting comes from higher orders and this matrix does not determine $\theta$.

For isolated levels, the leading $\Delta_1$ admixture allowed by symmetry is linear in $k$ for $\Delta_5$, shared between its two branches according to direction, quadratic for $\Delta_2$ and $\Delta_2'$, and of fourth order for $\Delta_1'$. It remains to check these laws at fixed energy, average the weights over a barrier, evaluate them for an iron-like model, and estimate the neglected effects.
